# Dipole Subtraction in Fourier Interpolation of Polar Electron–Phonon Matrix Elements

## Definitions and conventions

Consider a diatomic fcc crystal with lattice vectors $\mathbf R$, cell volume $\Omega$ and electronic permittivity $\varepsilon_\infty$. Cations sit at $\boldsymbol\tau_1=0$ and anions at $\boldsymbol\tau_2=a(1,1,1)/4$. Their Born charges are $Z_\kappa=s_\kappa Z$, with $s_1=1$, $s_2=-1$, in units of $e>0$. Each cation carries one electron orbital with an isotropic Gaussian density. Densities formed from orbitals on different sites are neglected.

The energy of an orbital at the origin and an ion at $\mathbf r$ is modelled as

$$v_\kappa(\mathbf r)=-\frac{Z_\kappa e^2}{4\pi\varepsilon_0\varepsilon_\infty}\frac{\operatorname{erf}(r/\sqrt2\sigma)}{r}+D_\kappa e^{-r^2/2b^2}.\tag{1}$$

Here $\sigma$ is the combined width of ion and orbital, and the second term represents short-range coupling. Displacing the ion by $\mathbf u$ changes this energy by $\mathbf u\cdot\nabla v_\kappa$ to first order.

Let atoms $\kappa$ move along axis $\alpha$ by $u\,e^{i\mathbf q\cdot\mathbf R}$. Per unit $u$, the orbital in cell $\mathbf R_e$ changes its energy by

$$\sum_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}\,\partial_\alpha v_\kappa(\mathbf R-\mathbf R_e+\boldsymbol\tau_\kappa)=e^{i\mathbf q\cdot\mathbf R_e}M_{\kappa\alpha}(\mathbf q),$$

$$M_{\kappa\alpha}(\mathbf q)=\sum_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}\,\partial_\alpha v_\kappa(\mathbf R+\boldsymbol\tau_\kappa).\tag{2}$$

Between Bloch states $|\mathbf k\rangle=N_c^{-1/2}\sum_{\mathbf R_e}e^{i\mathbf k\cdot\mathbf R_e}|\mathbf R_e\rangle$ and $|\mathbf k+\mathbf q\rangle$ the phases cancel in every cell. The matrix element is therefore $M_{\kappa\alpha}(\mathbf q)$, independent of $\mathbf k$. This simplification belongs to the one-orbital model.

## The analytic long-range part

Write $v_\kappa(\mathbf r)=\int d^3p\,(2\pi)^{-3}\hat v_\kappa(p)e^{i\mathbf p\cdot\mathbf r}$. The gradient supplies $ip_\alpha$, and the lattice sum selects $\mathbf p=-\mathbf K$, where $\mathbf K=\mathbf q+\mathbf G$ and $\mathbf G$ is a reciprocal vector:

$$M_{\kappa\alpha}(\mathbf q)=-\frac{i}{\Omega}\sum_{\mathbf G}K_\alpha\hat v_\kappa(K)e^{-i\mathbf K\cdot\boldsymbol\tau_\kappa}.\tag{3}$$

The transform of (1) is

$$\hat v_\kappa(K)=-\frac{Z_\kappa e^2}{\varepsilon_0\varepsilon_\infty K^2}e^{-K^2\sigma^2/2}+(2\pi)^{3/2}D_\kappa b^3e^{-K^2b^2/2}.$$

The two minus signs in the Coulomb part multiply to plus. Replacing $\sigma$ by a free width $\lambda$ gives the function to be subtracted:

$$M^L_{\kappa\alpha}(\mathbf q)=\frac{ie^2Z_\kappa}{\varepsilon_0\varepsilon_\infty\Omega}\sum_{\mathbf G}\frac{K_\alpha}{K^2}e^{-i\mathbf K\cdot\boldsymbol\tau_\kappa-K^2\lambda^2/2}.\tag{4}$$

The sum over $\mathbf G$ makes $M^L$ periodic in reciprocal space, as $M$ is. Its $\mathbf G=0$ term behaves as $q_\alpha/q^2$, which diverges and depends on direction. At $\mathbf q=0$ this term is undefined, so it is omitted from both $M$ and $M^L$.

The omission is harmless in $M^S=M-M^L$, whose $\mathbf G=0$ Coulomb term contains

$$\frac{K_\alpha}{K^2}\left(e^{-K^2\sigma^2/2}-e^{-K^2\lambda^2/2}\right)=\frac{\lambda^2-\sigma^2}{2}K_\alpha+O(K^3).$$

This tends to zero from every direction, in agreement with the omitted value. The bracket is a power series in $K^2$ beginning at first order, so division by $K^2$ leaves no singularity.

In real space the remainder has coefficients $F_{\kappa\alpha}(\mathbf R)=\partial_\alpha v^S_\kappa(\mathbf R+\boldsymbol\tau_\kappa)$, with

$$v^S_\kappa=-\frac{Z_\kappa e^2}{4\pi\varepsilon_0\varepsilon_\infty r}\left[\operatorname{erf}\frac{r}{\sqrt2\sigma}-\operatorname{erf}\frac{r}{\sqrt2\lambda}\right]+D_\kappa e^{-r^2/2b^2}.$$

Both error functions approach one with Gaussian corrections. The remainder thus has a Gaussian tail set, at large enough $r$, by the largest of $\sigma$, $\lambda$ and $b$, whereas the full coupling falls as $1/r^2$.

## The algorithm

1. Evaluate $M$ and $M^L$ on an $N\times N\times N$ grid of wavevectors that includes $\Gamma$, and form $M^S$.
2. Compute $c(\mathbf R)=N^{-3}\sum_{\mathbf q}e^{-i\mathbf q\cdot\mathbf R}M^S(\mathbf q)$.
3. The coefficient $c$ is defined modulo the supercell translations $\mathbf T$. Assign it to the image with the smallest $|\mathbf R+\boldsymbol\tau_\kappa|$, sharing it equally among ties. Call the weights $w(\mathbf R)$, so that $\sum_{\mathbf T}w(\mathbf R+\mathbf T)=1$.
4. At the desired $\mathbf q$, evaluate
$$M_N(\mathbf q)=\sum_{\mathbf R}w(\mathbf R)c(\mathbf R)e^{i\mathbf q\cdot\mathbf R}+M^L(\mathbf q).\tag{5}$$
5. Project on the phonon mode.

Interpolating Cartesian displacements before step 5 keeps arbitrary phonon phases out of the Fourier transform. Plain interpolation sets $M^L=0$ throughout.

## Error analysis

Summing over the grid folds the true coefficients together: $c(\mathbf R)=\sum_{\mathbf T}F(\mathbf R+\mathbf T)$. Insert this in (5), rename the argument of $F$ as $\mathbf R$, and use the unit sum of the weights:

$$M_N-M=\sum_{\mathbf R}F(\mathbf R)e^{i\mathbf q\cdot\mathbf R}\sum_{\mathbf T}w(\mathbf R+\mathbf T)\left(e^{i\mathbf q\cdot\mathbf T}-1\right).\tag{6}$$

If $w(\mathbf R)=1$, only $\mathbf T=0$ contributes to the inner sum, and it gives zero. This covers every $r=|\mathbf R+\boldsymbol\tau_\kappa|$ below half the shortest supercell translation,

$$\rho_N=\frac{Na}{2\sqrt2},$$

because then $|\mathbf R+\boldsymbol\tau_\kappa+\mathbf T|\ge T-r>r$. The bracket in (6) has modulus at most 2, hence

$$|M_N-M|\le2\sum_{r\ge\rho_N}|F(\mathbf R)|.\tag{7}$$

Near $\Gamma$ a sharper bound follows from $|e^{i\mathbf q\cdot\mathbf T}-1|\le qT$. A nearest image is no farther away than $r$, so the relevant $T$ is at most $2r$, and

$$|M_N-M|\le2q\sum_{r\ge\rho_N}r|F(\mathbf R)|.\tag{8}$$

The absolute error vanishes at least linearly while the polar vertex grows as $1/q$. The relative error therefore falls at least as $q^2$.

For plain interpolation $F$ decays as $1/r^2$, the sum in (7) diverges, and the bound says nothing. The failure can be seen directly. A finite Fourier sum is continuous, so it cannot reproduce a $1/q$ divergence for any finite $N$. In this crystal both sites have tetrahedral symmetry, which leaves no invariant vector, so $M(0)$ vanishes once its singular term is omitted. The plain vertex then starts linearly in $q$, and its relative error tends to one.

The Born charge must also be consistent. If $Z'$ is subtracted where the data contain $Z$, the remainder keeps a divergence proportional to $Z-Z'$. Interpolation loses it, and the restored vertex is wrong by the factor $Z'/Z$ as $q\to0$.

## Projection and the Fröhlich limit

Let $\mu$ be the reduced mass, $m_\kappa$ the atomic masses, and $\mathbf x$ the displacement of the cation relative to the anion. At long wavelength,

$$\mu\ddot{\mathbf x}=-\mu\omega_{TO}^2\mathbf x+Ze\mathbf E.$$

A longitudinal wave has $\varepsilon_0\varepsilon_\infty\mathbf E+Ze\mathbf x/\Omega=0$. Eliminating $\mathbf E$ gives

$$\omega_{LO}^2=\omega_{TO}^2+\frac{Z^2e^2}{\varepsilon_0\varepsilon_\infty\mu\Omega}.\tag{9}$$

In a static field, $\mathbf x=Ze\mathbf E/(\mu\omega_{TO}^2)$. Adding its polarization to the electronic one gives $\varepsilon_s=\varepsilon_\infty+Z^2e^2/(\varepsilon_0\mu\Omega\omega_{TO}^2)$. With (9), this means $\varepsilon_s/\varepsilon_\infty=\omega_{LO}^2/\omega_{TO}^2$.

The mode has opposed atomic motion along $\hat{\mathbf q}$ and eigenvector components $s_\kappa\sqrt{\mu/m_\kappa}$. Multiplying by the quantum amplitude $\sqrt{\hbar/2m_\kappa\omega_{LO}}$ gives

$$g(\mathbf q)=\ell\sum_\kappa s_\kappa\frac{\mu}{m_\kappa}e^{i\mathbf q\cdot\boldsymbol\tau_\kappa}\hat{\mathbf q}\cdot\mathbf M_\kappa(\mathbf q),\qquad \ell=\sqrt{\frac{\hbar}{2\mu\omega_{LO}}}.\tag{10}$$

The phase appears because the mode is referred to the atomic positions. Normalization is per cell; the physical matrix element has an additional $N_c^{-1/2}$. This polarization and a constant $\omega_{LO}$ are used at all $q$, which is a model choice away from $\Gamma$.

As $q\to0$ the phases in (3) and (10) cancel. Since $s_\kappa Z_\kappa=Z$ and $\sum_\kappa\mu/m_\kappa=1$,

$$g\to\frac{i\ell e^2Z}{\varepsilon_0\varepsilon_\infty\Omega q}.$$

Squaring, and replacing $Z^2e^2/(\varepsilon_0\varepsilon_\infty\mu\Omega)$ by $\omega_{LO}^2-\omega_{TO}^2$, gives

$$q^2|g|^2\to A^2=\frac{e^2\hbar\omega_{LO}}{2\varepsilon_0\Omega}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right).\tag{11}$$

## A worked interpolation

Take $a=0.565$ nm, $\Omega=0.04509$ nm³, $\varepsilon_\infty=11$, $Z=2.1$, masses 70 and 75 u, and $\hbar\omega_{TO}=33$ meV. Equation (9) gives $\hbar\omega_{LO}=35.704$ meV, so $\varepsilon_s=11(35.704/33)^2=12.88$. With $e^2/\varepsilon_0=18.10$ eV nm, (11) becomes

$$A=\left[\frac{18.10\times0.03570}{2\times0.04509}\left(\frac1{11}-\frac1{12.876}\right)\right]^{1/2}\text{eV/nm}=0.308\ \text{eV/nm}.$$

The lattice expression at $q=0.001$ nm$^{-1}$ gives the same value to the five decimals printed in the numerical output.

The widths are $\sigma=0.162$, $\lambda=0.14$ and $b=0.17$ nm, with $D_1=3$ and $D_2=-2$ eV. At 1.2 nm from a cation along [100], the full coupling is 0.191 eV/nm; at 2.4 nm it is 0.0477 eV/nm, a quarter as large. The remainder at 1.2 nm is only $1.9\times10^{-9}$ eV/nm.

For $N=6$ and $\mathbf q$ along [123], the magnitudes are:

| $q$ (nm$^{-1}$) | exact model (eV) | plain (eV) | subtracted (eV) |
|---|---|---|---|
| 0.01 | 30.806 | 0.00034 | 30.806 |
| 0.10 | 3.079 | 0.0034 | 3.079 |
| 1.00 | 0.288 | 0.031 | 0.288 |

The plain result grows linearly at small $q$ where the true one falls as $1/q$.

In the next table the relative error refers to the exact model $g$ at $q=0.1$ nm$^{-1}$, in the same direction. The zone error is the rms error of the components of $M$ at 80 random wavevectors, in eV/nm. This sample represents the subtracted error well but underestimates the plain one, which is concentrated in the small region near $\Gamma$ that few points reach. By Parseval's theorem the full-zone mean of $|M_N-M|^2$ equals $\sum_{\mathbf R}|w c-F|^2$. This gives plain rms errors of 3.9, 3.1, 2.5 and 2.2 eV/nm for $N=2,4,6,8$, falling only as $N^{-1/2}$ at large $N$. All widths are held fixed.

| $N$ | plain, relative | subtracted, relative | plain, zone | subtracted, zone |
|---|---|---|---|---|
| 2 | 1.000 | $4\times10^{-4}$ | 2.6 | 4.1 |
| 4 | 1.000 | $5\times10^{-7}$ | 1.3 | $1.9\times10^{-3}$ |
| 6 | 0.999 | $1\times10^{-12}$ | 0.40 | $3.1\times10^{-9}$ |
| 8 | 0.998 | roundoff | 0.25 | roundoff |

At $N=2$ subtraction does not reduce the zone error (4.0 against 3.9 eV/nm over the full zone), although it already repairs the region near $\Gamma$. Here $\rho_2=0.40$ nm, and the remainder has not decayed: $e^{-\rho_2^2/2b^2}\approx0.06$. Subtraction removes the long-range obstacle but does not make a grid adequate for the short-range part.

The convergence rate can be predicted. The widest term is the local one, whose gradient scales as $\rho e^{-\rho^2/2b^2}$. From $N=4$ to $N=6$, $\rho$ rises from 0.80 to 1.20 nm, which predicts a reduction by

$$\frac{6}{4}\exp\left[-\frac{\rho_6^2-\rho_4^2}{2b^2}\right]\approx1.5\times10^{-6}.$$

The zone errors give $3.1\times10^{-9}/1.9\times10^{-3}=1.6\times10^{-6}$.

The width $\lambda$ is a numerical choice. At $N=6$, values of 0.10 and 0.18 nm give zone errors of $3.1\times10^{-9}$ and $2.7\times10^{-9}$ eV/nm. A much smaller $\lambda$ requires more reciprocal vectors in (4); a larger one lengthens the tail of $F$. For both widths above the local term still sets the error (at $\lambda=0.18$ nm it dominates out to about 1.7 nm), but the freedom ends soon after: at $N=6$ the full-zone error is $2\times10^{-8}$, $1.5\times10^{-5}$ and $4\times10^{-3}$ eV/nm for $\lambda=0.20$, 0.25 and 0.35 nm.

## When the far field is not purely dipolar

Atomic displacement can also induce a charge quadrupole. Let the second moment of the induced charge, per unit displacement along $\alpha$, be $eQ_{\kappa,\alpha\beta\gamma}$. Expanding $e^{-i\mathbf K\cdot\mathbf r}$ to second order gives the induced charge

$$\hat\rho_{\kappa\alpha}=-ieZ_\kappa K_\alpha-\frac e2\sum_{\beta\gamma}K_\beta K_\gamma Q_{\kappa,\alpha\beta\gamma}.$$

The electron energy is $-e\hat\rho/(\varepsilon_0\varepsilon_\infty K^2)$. Tetrahedral symmetry permits a component $Q_\kappa$ when $\alpha,\beta,\gamma$ are all different. The two orderings of $\beta,\gamma$ cancel the factor $1/2$, so the dipole numerator $iZ_\kappa K_\alpha$ gains $Q_\kappa K_\beta K_\gamma$.

For $Q_\kappa=s_\kappa Q$, projection at small $q$ gives

$$g_Q=\frac{\ell e^2Q}{\varepsilon_0\varepsilon_\infty\Omega}\,3\hat q_x\hat q_y\hat q_z.\tag{12}$$

This is bounded but depends on direction: it vanishes along [100], and its angular factor is $1/\sqrt3$ along [111]. A dipole-subtracted interpolant is continuous apart from the restored dipole, so it misses this term near $\Gamma$ however fine the grid.

With $Q=0.5$ nm and $\ell=4.021$ pm, (12) predicts along [111]

$$0.004021\times\frac{18.10/11}{0.04509}\times\frac{0.5}{\sqrt3}\ \text{eV}=0.0424\ \text{eV}.$$

The miss found at $N=6$ and $q=0.002$ nm$^{-1}$ is also 0.0424 eV. Along [100] it is $8\times10^{-9}$ eV. Subtracting and restoring both multipoles reduces the larger miss to below $10^{-13}$ eV.

## Consequence for the emission rate

An electron of energy $E$ and wavevector $k$ emits an LO phonon and ends with $k'$. For parabolic bands, $\int k'^2dk'\,\delta(E_{k'}+\hbar\omega_{LO}-E)=mk'/\hbar^2$. The golden rule then reads

$$W=\frac{2\pi}{\hbar}\frac{\Omega}{(2\pi)^3}(n+1)\frac{mk'}{\hbar^2}\int d\Omega_{k'}\,|g(\mathbf k-\mathbf k')|^2,$$

where $n$ is the phonon occupation. In the Fröhlich limit $|g|^2=A^2/q^2$, the angular integral is

$$2\pi A^2\int_{-1}^{1}\frac{dc}{k^2+k'^2-2kk'c}=\frac{2\pi A^2}{kk'}\ln\frac{k+k'}{k-k'},$$

and therefore

$$W=\frac{m\Omega A^2(n+1)}{2\pi\hbar^3k}\ln\frac{k+k'}{k-k'}.\tag{13}$$

For $m=0.067\,m_e$, $E=0.1$ eV and 300 K, $k=0.419$ and $k'=0.336$ nm$^{-1}$, while $n=0.336$. The logarithm is $\ln(0.7556/0.0831)=2.21$, and (13) gives 6.40 ps$^{-1}$. The full model vertex gives 6.29 ps$^{-1}$; the 1.7% reduction comes from its terms beyond $1/q$.

The subtracted $N=8$ interpolation also gives 6.29 ps$^{-1}$. Plain interpolation on the same grid gives 0.013 ps$^{-1}$, about 0.2% of the correct model rate. All phonons involved have $q$ between 0.083 and 0.756 nm$^{-1}$, where the plain vertex is far too small.

The lattice constant, masses, permittivities, Born charge, phonon energies and electron mass lie in the rough regime of GaAs, for which an emission time of order 0.1 ps is reasonable; the model gives 0.16 ps. The widths, local strengths and $Q$ are model choices, not GaAs data. In a doped device free carriers also modify the vertex. At $10^{17}$ cm$^{-3}$ the Debye wavevector $q_D=(n_ce^2/\varepsilon_0\varepsilon_\infty k_BT)^{1/2}$, with $n_c$ the carrier density, is 0.080 nm$^{-1}$, close to the smallest phonon $q$. Static screening multiplies $g$ by $q^2/(q^2+q_D^2)$, and hence the rate by 0.75. This static factor overstates the effect, because the plasma energy at this density, 14 meV, lies well below $\hbar\omega_{LO}$ and the carriers cannot follow the phonon at small $q$. Dividing $|g|^2$ by $|\varepsilon(q,\omega_{LO})|^2$, with the random-phase dielectric function of nondegenerate carriers, changes the rate by a factor of only 1.035 (1.029 with Fermi-Dirac statistics). This is a cancellation: $1/|\varepsilon|^2$ is about 1.65 at the smallest $q$ and 0.91 at $q=0.2$ nm$^{-1}$. A reliable value needs the coupled plasmon-phonon response. Operation at 400 K multiplies the rate by 1.16. A nonparabolicity of 0.6 eV$^{-1}$ gives 1.02 with the band overlap still set to one, final-state occupation is about 0.02, and the quadrupole adds 0.03 to 0.05%, depending on the direction of $\mathbf k$. LO dispersion, off-site orbital densities and channel confinement are not sized.

## Values computed for the example and the checks

```
lattice constant 0.565 nm, cell volume 0.04509 nm^3
eps_inf 11.0, Born charge 2.1 e
atomic masses 70 and 75 u
TO energy 33.0 meV, LO energy 35.704 meV
static permittivity 12.876
LO zero-point length 4.0210 pm
sigma 0.1616 nm, subtraction width 0.14 nm
local strengths 3.0, -2.0 eV; b 0.17 nm
direct vs reciprocal sum, relative error 2.3e-06
bare coupling at 1.2 nm 0.1909 eV/nm
bare coupling at 2.4 nm 0.0477 eV/nm
remainder at 1.2 nm 1.9e-09 eV/nm
real-space remainder, largest error 1.9e-15 eV/nm
Froehlich limit of |g|q: 0.30806 eV/nm
lattice value of |g|q at 0.001/nm: 0.30806 eV/nm
N=6, direction [123]: q (1/nm), |g| exact, plain, polar (eV)
  0.01  30.80561  3.393e-04  30.80561
  0.02  15.40250  6.786e-04  15.40250
  0.10  3.07855  3.390e-03  3.07855
  0.30  1.02076  1.010e-02  1.02076
  1.00  0.28799  3.096e-02  0.28799
N; relative error of g at 0.1/nm: plain, polar;
   rms zone error of M: plain, polar (eV/nm)
  2  1.00009  4.2e-04  2.577  4.1e+00
  4  0.99990  4.6e-07  1.287  1.9e-03
  6  0.99890  1.0e-12  0.395  3.1e-09
  8  0.99750  2.2e-16  0.246  7.4e-15
N=6 zone error, width 0.10 nm: 3.1e-09 eV/nm
N=6 zone error, width 0.18 nm: 2.7e-09 eV/nm
quadrupole 0.50 e nm; predicted miss 0.04235 eV
dipole-only miss [111] 0.04235 eV
dipole-only miss [100] 8.1e-09 eV
largest miss with quadrupole removed 5.7e-14 eV
electron energy 0.10 eV, mass 0.067 m_e, T 300 K
initial k 0.4193, final k 0.3363 1/nm
phonon q range 0.0831 to 0.7556 1/nm
LO occupation 0.3357
emission rate, closed Froehlich 6.3967 1/ps
emission rate, exact vertex 6.2902 1/ps
emission rate, plain N=8 0.01320 1/ps
emission rate, polar N=8 6.2902 1/ps
rate ratio, nonparabolicity 0.6/eV: 1.0238
carriers 1e+17 cm^-3, Debye wavevector 0.0798 1/nm
rate ratio, static screening: 0.7455
rate ratio, quadrupole: 1.00047
rate ratio, 400 K over 300 K: 1.1607
final-state occupation (Pauli blocking): 0.0191
```
